# Electron and hole masses in Bernal bilayer graphene

Suppose the interlayer coupling $\gamma_1$ of a graphene bilayer is to be found from a cyclotron mass. The simplest band model gives electrons and holes the same mass, $m_0=\gamma_1/(2v^2)$, where $v$ is the velocity of a single layer. Now take a bilayer with $\gamma_1=0.38$ eV whose band-edge masses, worked out below, are $0.0288\,m_e$ for electrons and $0.0383\,m_e$ for holes, while $m_0=0.0332\,m_e$. Inverting the simple formula gives $0.38\times0.0288/0.0332=0.33$ eV from the electrons and $0.44$ eV from the holes. One material yields two values of one constant, both wrong. Two small terms missing from the model cause this split, and to first order they enter the band-edge masses in one combination. A mass measured at finite density is also raised by the curvature of the bands (section 5): at $10^{12}$ cm$^{-2}$ the same inversion gives 0.40 and 0.50 eV, and 0.45 eV even without the two terms.

## 1. The simplest case: two hoppings

In Bernal stacking, site B1 of the lower layer lies directly below A2 of the upper layer. These are the dimer sites; A1 and B2 are the nondimer sites. Let the lattice constant be $a$. The horizontal vectors from A1 to its B1 neighbours are

$$\boldsymbol\delta_1=\left(0,\tfrac{a}{\sqrt3}\right),\qquad \boldsymbol\delta_{2,3}=\left(\mp\tfrac a2,-\tfrac{a}{2\sqrt3}\right).$$

With Bloch phases $e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}$ and in-plane hopping amplitude $-\gamma_0$, the A1–B1 element is $-\gamma_0 f$, where $f=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. A2–B2 has the same element. The dimer element is $+\gamma_1$.

At $\mathbf K=(4\pi/3a,0)$ the three phases are $1,\ \bar\omega,\ \omega$ with $\omega=e^{2\pi i/3}$. They sum to zero, so $f$ starts at first order in $\mathbf q=\mathbf k-\mathbf K$:

$$f\approx i\left[\frac{a q_y}{\sqrt3}+\frac{a q_x}{2}(\omega-\bar\omega)-\frac{a q_y}{2\sqrt3}(\omega+\bar\omega)\right].$$

Since $\omega-\bar\omega=i\sqrt3$ and $\omega+\bar\omega=-1$,

$$f\approx-\frac{\sqrt3a}{2}(q_x-iq_y).$$

Define $\mathbf p=\hbar\mathbf q$, $\pi=p_x+ip_y=pe^{i\varphi}$ and $v=\sqrt3a\gamma_0/(2\hbar)$. Then $-\gamma_0f=v\pi^\dagger$.

The angle can be removed. Write the amplitudes on (A1, B1, A2, B2) as $(e^{-i\varphi}a_1,\ b_1,\ a_2,\ e^{i\varphi}b_2)$. The four equations become real:

$$Ea_1=vp\,b_1,\qquad Eb_1=vp\,a_1+\gamma_1a_2,$$
$$Ea_2=\gamma_1b_1+vp\,b_2,\qquad Eb_2=vp\,a_2.$$

They keep their form under the exchange $a_1\leftrightarrow b_2$, $b_1\leftrightarrow a_2$. Solutions can therefore be chosen with $b_2=sa_1$ and $a_2=sb_1$, where $s=\pm1$. Two equations remain:

$$Ea_1=vp\,b_1,\qquad Eb_1=vp\,a_1+s\gamma_1b_1 .$$

Multiplying the second by $E$ and using the first gives $E(E-s\gamma_1)=v^2p^2$. Each sector has one branch starting at $s\gamma_1$ and one starting at zero. The low branches are

$$E=-\frac s2\left[\sqrt{\gamma_1^2+4v^2p^2}-\gamma_1\right].$$

Electrons belong to $s=-1$ and holes to $s=+1$, with mirror-image energies.

**Limits.** For $vp\ll\gamma_1$ the root expands to $|E|=v^2p^2/\gamma_1$. Setting this equal to $p^2/(2m_0)$ gives $m_0=\gamma_1/(2v^2)$. For $vp\gg\gamma_1$ the result is $|E|\approx vp-\gamma_1/2$, which has the single-layer velocity.

The mirror symmetry has a definite origin. Replace $(E,b_1,s)$ by $(-E,-b_1,-s)$, and both sector equations are unchanged. A term that spoils this replacement can make the masses differ.

## 2. Raise the dimer sites

A dimer atom has a neighbour directly above or below it and a nondimer atom does not, so their site energies may differ. Let the dimer sites lie $\Delta$ above the nondimer sites, whose energy is the zero. The second sector equation gains $\Delta b_1$, and

$$E(E-\Delta-s\gamma_1)=v^2p^2 .$$

On the low branch $E\to0$ as $p\to0$. To order $p^2$ the $E$ inside the bracket can be dropped:

$$E\approx-\frac{v^2p^2}{\Delta+s\gamma_1}.$$

For $s=-1$ this is $+v^2p^2/(\gamma_1-\Delta)$; for $s=+1$ it is $-v^2p^2/(\gamma_1+\Delta)$. Counting the hole mass as positive,

$$m_e=\frac{\gamma_1-\Delta}{2v^2},\qquad m_h=\frac{\gamma_1+\Delta}{2v^2}.$$

**Limit.** At $\Delta=0$ both return to $m_0$. At $\Delta\to\gamma_1$ the antisymmetric dimer level, at $\Delta-\gamma_1$, reaches the nondimer level, and the parabolic expansion fails. The result needs $|\Delta|<\gamma_1$ and energies well below $\gamma_1-|\Delta|$.

## 3. Add the dimer-to-nondimer hopping

Let $\gamma_4$ connect A1 with A2 and B1 with B2. The horizontal vectors are again $\boldsymbol\delta_j$. With amplitude $+\gamma_4$ the element is

$$\gamma_4f=-v_4\pi^\dagger,\qquad v_4=\lambda v,\qquad \lambda=\gamma_4/\gamma_0 .$$

This minus sign, opposite to that of the in-plane term, fixes the sign of the $\gamma_4$ contribution to the mass difference; which carrier is lighter depends on this contribution and that of $\Delta$ together. The sign of $\gamma_4$ alone has no meaning, because reversing the sign of the basis orbitals on one layer reverses $\gamma_1$ and $\gamma_4$ together. The sign of the product $\gamma_0\gamma_1\gamma_4$ survives such changes. Here all three are positive.

The same change of phases gives

$$Ea_1=vp\,b_1-v_4p\,a_2,$$
$$Eb_1=vp\,a_1+\Delta b_1+\gamma_1a_2-v_4p\,b_2,$$

and two partners obtained by layer exchange. Inserting $a_2=sb_1$ and $b_2=sa_1$,

$$Ea_1=(v-sv_4)p\,b_1,\qquad Eb_1=(v-sv_4)p\,a_1+(\Delta+s\gamma_1)b_1,$$

so that

$$E(E-\Delta-s\gamma_1)=(v-sv_4)^2p^2. \tag{1}$$

Within this linearized four-band model no approximation has been made in $v_4$ or $\Delta$. Expanding the low branch as before gives the band-edge masses

$$m_e=\frac{\gamma_1-\Delta}{2(v+v_4)^2},\qquad m_h=\frac{\gamma_1+\Delta}{2(v-v_4)^2}. \tag{2}$$

Let $\delta=\Delta/\gamma_1$. Then

$$m_e=m_0\frac{1-\delta}{(1+\lambda)^2}\approx m_0(1-\delta)(1-2\lambda)\approx m_0(1-2\lambda-\delta).$$

Equation (2) shows that reversing both $\lambda$ and $\delta$ turns $m_e$ into $m_h$, hence $m_h\approx m_0(1+2\lambda+\delta)$. To first order,

$$\boxed{\frac{m_h-m_e}{m_h+m_e}=2\lambda+\delta=\frac{2\gamma_4}{\gamma_0}+\frac{\Delta}{\gamma_1}} \tag{3}$$

**Limit.** As $v_4\to v$, the hole sector loses its coupling to the dimer sites. Its low band becomes flat and $m_h$ diverges, while the first-order formula would give a finite mass. Equation (3) is therefore restricted to small $\lambda$.

The size of the error follows from the mass ratio. For positive masses,

$$\frac{m_h-m_e}{m_h+m_e}=\tanh\left(\tfrac12\ln\frac{m_h}{m_e}\right)=\tanh(\operatorname{artanh}\delta+2\operatorname{artanh}\lambda).$$

This is odd under joint reversal of $\lambda$ and $\delta$, so its first correction is cubic. Each separate mass has a second-order correction.

**Why the two terms act alike.** Start from the symmetric model at small $p$. The second sector equation gives $b_1\approx-vp\,a_1/(s\gamma_1)$. With normalized sector amplitudes, the dimer weight is $v^2p^2/\gamma_1^2$ in both low bands. First-order perturbation theory adds

$$\Delta\,b_1^2-2sv_4p\,a_1b_1
=\left(\frac{\Delta}{\gamma_1^2}v^2+\frac{2vv_4}{\gamma_1}\right)p^2 .$$

The factor $s^2=1$ removes the sector index. Both bands bend upward by the same amount, which steepens the electron band and flattens the hole band.

## 4. Put in numbers

The values $a=0.246$ nm, $\gamma_0=3.1$ eV, $\gamma_1=0.38$ eV, $\gamma_4=0.14$ eV and $\Delta=0.020$ eV are rough typical values for bilayer graphene. They give $\hbar v=0.660$ eV nm, $m_0=0.0332\,m_e$, and

$$\lambda=\frac{0.14}{3.1}=0.0452,\quad \delta=\frac{0.020}{0.38}=0.0526,\quad 2\lambda+\delta=0.143 .$$

| Band-edge mass | First order | Equation (2) |
|---|---:|---:|
| electron, $m_e$ | 0.0284 | 0.0288 |
| hole, $m_h$ | 0.0379 | 0.0383 |

The table is in free-electron masses. Diagonalizing the full lattice Hamiltonian near K gives the same masses as equation (2) to these digits: $2.62\times10^{-32}$ kg and $3.49\times10^{-32}$ kg. Its asymmetry is 0.142. The hopping contributes 0.090 to the first-order value and the site energy 0.053.

## 5. Generalize to a finite density

A cyclotron mass belongs to the Fermi contour, which at finite density lies away from the band edge. In semiclassical theory it is

$$m_c=\frac{\hbar^2}{2\pi}\frac{dA}{d\varepsilon}=\frac12\frac{d(p^2)}{d\varepsilon},$$

where $A=\pi p^2/\hbar^2$ is the contour area and $\varepsilon$ the positive carrier energy. For electrons, differentiating (1) gives

$$m_e(n)=\frac{\gamma_1-\Delta+2\varepsilon}{2(v+v_4)^2}.$$

Solving (1) for $\varepsilon$ shows that the numerator is a square root:

$$m_e(n)=\frac{\sqrt{(\gamma_1-\Delta)^2+4(v+v_4)^2p^2}}{2(v+v_4)^2}. \tag{4}$$

For holes, reverse $\Delta$ and $v_4$. Two spins and two valleys give $n=4\pi k^2/(2\pi)^2=k^2/\pi$, so $p=\hbar k=\hbar\sqrt{\pi n}$.

Compare the carriers at equal density and set $x=(2vp/\gamma_1)^2$. Apart from a constant,

$$\ln m_e=\tfrac12\ln[(1-\delta)^2+x(1+\lambda)^2]-2\ln(1+\lambda).$$

Its first-order part is

$$\frac{-\delta+x\lambda}{1+x}-2\lambda=-\frac{\delta+(2+x)\lambda}{1+x}.$$

The hole mass has the opposite first-order part. Half the difference of the logarithms is the asymmetry to this order:

$$\frac{m_h-m_e}{m_h+m_e}=\frac{\delta+(2+x)\lambda}{1+x}=\lambda+\frac{\lambda+\delta}{1+x}. \tag{5}$$

**Limits.** At $x\to0$ this returns (3). At large $x$ it tends to $\lambda$: the bands approach straight lines of velocity $v\pm v_4$, and the masses approach $p/(v\pm v_4)$. This second limit is formal. It requires $\gamma_1\ll vp\ll\gamma_0$, while here $\gamma_1/\gamma_0$ is about 0.12. Moreover the upper subband starts to fill near $n\approx2\times10^{13}$ cm$^{-2}$ ($x\approx8$), where (5) still gives 0.056; beyond that density $n=k^2/\pi$ no longer holds and (5) does not apply.

At $n=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$, $k=0.177$ nm$^{-1}$ and $x=0.380$. Equation (5) gives $0.0452+0.0978/1.380=0.116$. For comparison, contours of the lattice bands were found by bisection along 24 directions, and their areas were differentiated numerically:

| $n$ ($10^{12}$ cm$^{-2}$) | $m_e(n)$ | $m_h(n)$ | Lattice asymmetry | Equation (5) |
|---:|---:|---:|---:|---:|
| 1 | 0.0348 | 0.0439 | 0.1156 | 0.1160 |
| 2 | 0.0400 | 0.0489 | 0.1005 | 0.1008 |
| 4 | 0.0487 | 0.0576 | 0.0839 | 0.0840 |

These semiclassical values need many filled Landau levels. At $10^{12}$ cm$^{-2}$, masses read from the spacing of the Landau levels at the Fermi energy match the first row at 0.5 T, but give an asymmetry of 0.115 at 2 T and 0.111 at 5 T.

The relative asymmetry falls with density, yet $m_h-m_e$ stays near $0.009\,m_e$. To first order this difference is twice the common mass $m_0\sqrt{1+x}$ times (5):

$$m_h-m_e\approx2m_0\left[\lambda\sqrt{1+x}+\frac{\lambda+\delta}{\sqrt{1+x}}\right].$$

It has a minimum at $1+x=(\lambda+\delta)/\lambda=2.17$, inside the range of the table, and varies slowly around it.

Equation (5) also separates the two parameters if $v$ and $\gamma_1$ are known. The lattice asymmetries at the lowest and highest densities give

$$\lambda+\delta=\frac{0.1156-0.0839}{1/1.380-1/2.518}=0.097,$$

then $\lambda=0.0455$ and $\delta=0.051$, close to the input values 0.0452 and 0.0526. This holds within the present model; section 6 shows how omitted terms shift the pair. A single asymmetry cannot do this. The separation is also badly conditioned: independent errors of 1% in the four masses give uncertainties of about 0.018 in $\lambda$ and 0.047 in $\delta$, so ten percent in $\delta$ needs masses good to about 0.1%. A 5% error in $\gamma_1$ moves $\lambda$ by about 0.003 and $\delta$ by about 0.004.

## 6. Where the result stops

**Skew hopping.** A hopping $\gamma_3$ joins A1 and B2. Its horizontal vectors are $-\boldsymbol\delta_j$, so its element is $\gamma_3f^*=-v_3\pi$, with $v_3=v\gamma_3/\gamma_0$. Set $\Delta=v_4=0$ and eliminate the dimer amplitudes at $|E|\ll\gamma_1$, using $a_2\approx-vp\,a_1/\gamma_1$ and $b_1\approx-vp\,b_2/\gamma_1$. Then

$$|E|\approx\left|\frac{p^2}{2m_0}+v_3pe^{3i\varphi}\right|.$$

Near K this is linear in $p$, so there is no parabolic mass there. Along $e^{3i\varphi}=-1$ the energy first rises to $m_0v_3^2/2=\gamma_1(\gamma_3/\gamma_0)^2/4$ at $p=m_0v_3$. This point is a maximum in $p$ and a minimum in angle, hence a saddle, and it marks the Lifshitz energy. For a rough $\gamma_3=0.3$ eV it is 0.89 meV; with $\Delta$ and $\gamma_4$ restored it is about 1.0 meV for electrons and 0.77 meV for holes. Equation (3) needs energies well above this value and also $x\approx4\varepsilon/\gamma_1\ll1$, a window of only a few meV. At Fermi energies of 8 meV (electrons) and 6 meV (holes) the lattice asymmetry with $\gamma_3$ is already 0.136, as equation (5) gives, against 0.143 from (3). At $10^{12}$ cm$^{-2}$ the Fermi energies are 38 meV for electrons and 29 meV for holes, and including $\gamma_3$ changes the lattice asymmetry from 0.1156 to 0.1159.

**In-plane second neighbours.** An amplitude $t_2$ adds $t_2(|f|^2-3)$ on every site, because $|f|^2$ contains three constant terms and the six second-neighbour phases. Apart from a constant, this is $t_2v^2p^2/\gamma_0^2$. Relative to $v^2p^2/\gamma_1$, it adds $t_2\gamma_1/\gamma_0^2$ to the band-edge asymmetry, or 0.004 for an assumed $t_2=0.1$ eV. At $10^{12}$ cm$^{-2}$, $t_2=\pm0.1$ eV gives lattice asymmetries of 0.120 and 0.111. The shift grows with density (0.090 and 0.078 at $4\times10^{12}$ cm$^{-2}$), so the two-density extraction of section 5 then returns $\lambda=0.054$, $\delta=0.038$ for $t_2=+0.1$ eV and $\lambda=0.037$, $\delta=0.064$ for $t_2=-0.1$ eV. The shifts scale with $t_2$: for $t_2=\pm0.3$ eV the extracted $\delta$ is 0.011 or 0.091. Separating $\lambda$ from $\delta$ therefore also requires knowing $t_2$.

**Real devices.** The model assumes equal layer potentials, which a device with one gate breaks. If the carriers were shared equally between layers 0.335 nm apart, the unscreened potential-energy difference would be $e^2nd/(2\varepsilon_0)=30$ meV at $10^{12}$ cm$^{-2}$. With density held fixed, this raises the lattice asymmetry from 0.116 to 0.127. At $4\times10^{12}$ cm$^{-2}$ the unscreened value is 121 meV and the asymmetry rises from 0.084 to 0.093, so the two shifts partly cancel in the extraction, which returns $\lambda=0.051$ and $\delta=0.054$. Charge redistribution between the layers, treated self-consistently at the Hartree level with vacuum permittivity between them, lowers the bias to about 15 and 67 meV (the latter moves by 1 to 2 meV with the momentum cutoff of the valence-band sum) and gives $\lambda=0.048$, $\delta=0.050$. Ignoring the bias thus costs up to 13% in the unscreened case and about 5% in the screened one; doing better needs a second gate to cancel the bias, or a model that includes it. Temperature matters too: $k_BT=26$ meV at 300 K is comparable with both Fermi energies, and a mass assigned to one sharp contour then loses its meaning.

Electron interactions are also absent. With a rough surrounding permittivity of 4 and the average of the two masses at $10^{12}$ cm$^{-2}$, the carrier spacing $1/\sqrt{\pi n}$ is about one effective Bohr radius. This ratio is not small, so interaction corrections cannot be dismissed. Parameters fitted to measured masses with (5) are effective band parameters that may contain such corrections.

Numerical values quoted here were computed with a short program.
